# Vanishing Hall conductivity and orbital moment in collinear magnets without spin-orbit coupling, part 1

(Sections cited here and not found follow in the second part.)

## 1. The symmetry, the currents and the orbital moment

### A ring of three sites

Take three sites at the corners of an equilateral triangle of side $s$, joined by a real hopping $-t$, and electrons of one spin direction. In atomic units the amplitudes obey $i\dot c_i=-t\sum_{j\ne i}c_j$. Number the sites $j=0,1,2$ counterclockwise. The eigenstates are

$$c_j=\frac{1}{\sqrt3}\,e^{2\pi i\ell j/3},\qquad E_\ell=-2t\cos\frac{2\pi\ell}{3},\qquad \ell=0,\pm1 .$$

The state $\ell=0$ has energy $-2t$. The states $\ell=\pm1$ share the energy $+t$, and each is the complex conjugate of the other.

The rate at which probability reaches site $i$ from site $j$ follows from $d|c_i|^2/dt=2\,\mathrm{Re}(c_i^*\dot c_i)$ with $\dot c_i=it\sum_j c_j$. The part due to $j$ is

$$K_{ij}=2\,\mathrm{Re}(it\,c_i^*c_j)=-2t\,\mathrm{Im}(c_i^*c_j).$$

For $\ell=1$ and $i$ the counterclockwise neighbour of $j$, $c_i^*c_j=\tfrac13e^{-2\pi i/3}$. Its imaginary part is $-\sqrt3/6$, so $K=t/\sqrt3$: the electron circulates counterclockwise. For $\ell=-1$ the sign is reversed, and for $\ell=0$ the flow is zero.

A loop current has a moment equal to current times enclosed area. The electron has charge $-1$ and the area is $\sqrt3s^2/4$, so

$$m_{\ell=1}=-\frac{t}{\sqrt3}\,\frac{\sqrt3\,s^2}{4}=-\frac{ts^2}{4}=-\frac{ts^2}{2}\,\mu_B ,$$

because the Bohr magneton is $\mu_B=\tfrac12$ in atomic units. For $t=1.0$ eV and $s=2.5$ angstrom, once these are converted to atomic units, this is $-0.41\,\mu_B$.

Two facts can be read off. A real Hamiltonian pairs each circulating state with its conjugate, which has the same energy and the opposite current. If occupation depends on energy alone, the pair cancels. If two electrons of equal spin fill $\ell=0$ and only $\ell=1$, the moment is $-0.41\,\mu_B$ although the Hamiltonian is real. That choice breaks the symmetry through the occupation. When slightly different site energies split the degenerate level, the two lowest states can be taken real and the moment vanishes. The numerical tests confirm all three outcomes.

### Assumptions for a magnet

The general Hamiltonian for independent electrons is

$$H=\tfrac12\mathbf p^2+V(\mathbf r)+B(\mathbf r)\,\mathbf n\cdot\boldsymbol\sigma .$$

Here $V$ is a real potential, $B$ is a real exchange field of any spatial form, and $\mathbf n$ is one fixed unit vector. The field $B$ may change sign, so collinear antiferromagnets and ferrimagnets are included. There is no spin-orbit term and no vector potential. The second condition also leaves out the magnetic field produced by the magnetization itself. In a real ferromagnet this field can reach about 2 tesla, depending on the material and the shape of the sample, and it gives an ordinary Hall effect and a small orbital moment that lie outside the theorem. The occupation of an eigenstate of energy $E$ is a real function $f(E)$, for instance the Fermi function. The density operator is then $\rho=f(H)$.

If $\mathbf n$ is along $z$, the two spin directions separate into real Hamiltonians $\tfrac12\mathbf p^2+V\pm B$, and the argument of the ring applies to each. For another axis $H$ may contain $\sigma_y$, which is imaginary, so plain conjugation need not be a symmetry. The operator needed in general is time reversal followed by a spin rotation.

The spin-independent corrections of a scalar-relativistic treatment do not alter the argument. The mass-velocity term is proportional to $\mathbf p^4$, which is even when $\mathbf p$ changes sign, and the Darwin term is a real potential.

### Construction of the operator

Let $K$ denote complex conjugation in the position representation with the usual Pauli matrices. Time reversal is $T=-i\sigma_yK$. It leaves $\mathbf r$ unchanged and reverses $\mathbf p=-i\nabla$, because $K$ changes the sign of $i$. For the spin, $K$ changes the sign of $\sigma_y$ and leaves $\sigma_x$ and $\sigma_z$ alone. Conjugation by $\sigma_y$ then reverses $\sigma_x$ and $\sigma_z$ and leaves $\sigma_y$ alone. Together,

$$T\boldsymbol\sigma T^{-1}=-\boldsymbol\sigma .$$

Time reversal alone therefore reverses the exchange term. To restore it, choose a unit vector $\mathbf q$ perpendicular to $\mathbf n$ and rotate the spin by $\pi$ about it:

$$R=e^{-i\pi\,\mathbf q\cdot\boldsymbol\sigma/2}=\cos\frac\pi2-i\,\mathbf q\cdot\boldsymbol\sigma\,\sin\frac\pi2=-i\,\mathbf q\cdot\boldsymbol\sigma .$$

For perpendicular vectors $\mathbf q\cdot\boldsymbol\sigma$ and $\mathbf n\cdot\boldsymbol\sigma$ anticommute, and $(\mathbf q\cdot\boldsymbol\sigma)^2=1$. Hence

$$R(\mathbf n\cdot\boldsymbol\sigma)R^{-1}
=(\mathbf q\cdot\boldsymbol\sigma)(\mathbf n\cdot\boldsymbol\sigma)(\mathbf q\cdot\boldsymbol\sigma)
=-\mathbf n\cdot\boldsymbol\sigma .$$

Define $\Theta=RT$. The two reversals of $\mathbf n\cdot\boldsymbol\sigma$ cancel. The rotation acts on spin alone, so $\mathbf r$ and $\mathbf p$ transform as under $T$:

$$\Theta\mathbf r\Theta^{-1}=\mathbf r,\qquad \Theta\mathbf p\Theta^{-1}=-\mathbf p,\qquad \Theta H\Theta^{-1}=H .$$

The freedom to rotate spins without rotating the lattice is what the absence of spin-orbit coupling provides.

The square of $\Theta$ will be needed. $T$ commutes with $R$, because it reverses both $i$ and $\boldsymbol\sigma$ in $-i\,\mathbf q\cdot\boldsymbol\sigma$. Also $R^2=(-i)^2=-1$, and $T^2=-1$ for spin one half. Thus $\Theta^2=R^2T^2=+1$. For $\mathbf n$ along $z$ and $\mathbf q$ along $y$, $\Theta=(-i\sigma_y)(-i\sigma_y)K=-K$, which is the conjugation used above up to a sign.

### Odd operators have zero average

$\Theta$ is antiunitary: $\langle\Theta a|\Theta b\rangle=\langle a|b\rangle^*$. Let an operator satisfy $\Theta O\Theta^{-1}=\eta O$ with $\eta=\pm1$. Then $O\Theta=\eta\,\Theta O$, and

$$\langle\Theta a|O|\Theta b\rangle=\eta\,\langle\Theta a|\Theta Ob\rangle=\eta\,\langle a|O|b\rangle^* .$$

Since $f$ is real and $H$ commutes with $\Theta$, so does $\rho=f(H)$. The product $\rho O$ therefore has the same sign $\eta$ as $O$. The vectors $\Theta a$ form an orthonormal basis when the vectors $a$ do, so for Hermitian $O$

$$\mathrm{Tr}(\rho O)=\sum_a\langle\Theta a|\rho O|\Theta a\rangle=\eta\,[\mathrm{Tr}(\rho O)]^*=\eta\,\mathrm{Tr}(\rho O).$$

The last step uses that the average of a Hermitian operator is real. If $\eta=-1$, the average is zero.

The velocity $\mathbf v=i[H,\mathbf r]$ is odd: $\Theta$ preserves $H$ and $\mathbf r$ and reverses $i$. The orbital current density of charge $-1$,

$$\mathbf j(\mathbf r_0)=-\tfrac12\left[\mathbf v\,\delta(\mathbf r-\mathbf r_0)+\delta(\mathbf r-\mathbf r_0)\,\mathbf v\right],$$

is odd as well, so its average vanishes at every point. The orbital moment is

$$\mathbf m=\tfrac12\int\mathbf r_0\times\langle\mathbf j(\mathbf r_0)\rangle\,d^3r_0=-\tfrac12\langle\mathbf r\times\mathbf v\rangle=0 .$$

This covers currents within atoms, between atoms and along surfaces. It concerns the orbital current. The curl of the spin magnetization is also an electric current, but it belongs to the spin moment. The spin component along $\mathbf n$ is even under $\Theta$, so a spin moment along $\mathbf n$ is allowed. In an antiferromagnet the contributions of different sites can still cancel.

### Sites and bonds

In a localized basis let $H_{ij}$ be the $2\times2$ spin block between sites $i$ and $j$, and let $N_i$ project on site $i$. From $d\langle N_i\rangle/dt=i\langle[H,N_i]\rangle$,

$$\frac{d\langle N_i\rangle}{dt}=i\sum_j\left[\mathrm{tr}(\rho_{ij}H_{ji})-\mathrm{tr}(\rho_{ji}H_{ij})\right].$$

The first trace is the conjugate of the second. With $i(z^*-z)=2\,\mathrm{Im}\,z$, the particle flow from $j$ to $i$ is

$$K_{ij}=2\,\mathrm{Im}\,\mathrm{tr}(H_{ij}\rho_{ji}).$$

If the position operator is diagonal with site positions $\mathbf r_i$, then $\mathbf v_{ij}=iH_{ij}(\mathbf r_j-\mathbf r_i)$. Write $C_{ij}=(\mathbf r_j\times\mathbf r_i)_z=x_jy_i-y_jx_i$. The operator $xv_y-yv_x=i(xHy-yHx)$ has blocks $iH_{ij}(x_iy_j-y_ix_j)=-iC_{ij}H_{ij}$. Since $C_{ij}$ is antisymmetric, the real parts of $\mathrm{tr}(H_{ij}\rho_{ji})$ cancel in the sum over ordered pairs, which leaves

$$\langle xv_y-yv_x\rangle=\sum_{ij}C_{ij}\,\mathrm{Im}\,\mathrm{tr}(H_{ij}\rho_{ji})=\tfrac12\sum_{ij}C_{ij}K_{ij},
\qquad m_z=-\tfrac14\sum_{ij}C_{ij}K_{ij}.$$

In Bohr magnetons the prefactor is $-\tfrac12$. With energies in eV and lengths in angstrom, the sum must also be divided by $\hbar^2/m_e$ in eV angstrom². A basis with several orbitals per site has intra-atomic terms in addition. They vanish by the same symmetry.

### A second route through the grand potential

Let an orbital magnetic field $B_0$ along $z$ act through a vector potential $\mathbf A$, with no Zeeman term. For charge $-1$ the kinetic energy becomes $\tfrac12(\mathbf p+\mathbf A)^2$. Under $\Theta$, $\mathbf p+\mathbf A$ goes to $-\mathbf p+\mathbf A=-(\mathbf p-\mathbf A)$. The overall sign disappears in the square, so

$$\Theta H(B_0)\Theta^{-1}=H(-B_0).$$

The energies at $B_0$ and $-B_0$ coincide, and so do the grand potentials

$$\Phi=\mathrm{Tr}\,g(H),\qquad g(E)=-k_BT\ln\!\left(1+e^{(\mu-E)/k_BT}\right),\qquad g'(E)=f(E).$$

For $T>0$ the function $\Phi(B_0)$ is smooth, and a smooth even function has zero slope at the origin. At $T=0$ with $\mu$ on a degenerate level it can have a cusp instead: for the ring the two one-sided slopes correspond to moments of $\pm0.41\,\mu_B$. The slope is the moment: because a trace is cyclic, $d\,\mathrm{Tr}\,g(H)=\mathrm{Tr}[g'(H)\,dH]$. With $\mathbf A=\tfrac12B_0(-y,x,0)$ the linear term of the kinetic energy is $\tfrac12B_0(xp_y-yp_x)$. Therefore

$$-\left.\frac{\partial\Phi}{\partial B_0}\right|_0=-\tfrac12\langle xp_y-yp_x\rangle=m_z=0 .$$

This holds for every finite sample, so the moment per volume is also zero in the limit of a large sample. On a lattice the field enters as a phase, $H_{ij}\to H_{ij}e^{-iB_0C_{ij}/2}$, since the line integral of $\mathbf A$ from $\mathbf r_j$ to $\mathbf r_i$ is $\tfrac12B_0C_{ij}$. Differentiating this phase gives back the bond formula.

### A disordered sample

The model used for numbers is a kagome lattice with lattice constant 5.0 angstrom and one orbital per site. With $a$ the lattice constant, the lattice vectors are $(a,0)$ and $(a/2,\sqrt3a/2)$, and the sites $A,B,C$ lie at $(0,0)$, $(a/2,0)$ and $(a/4,\sqrt3a/4)$, counterclockwise around an upward triangle. The hopping is $-t_1$ on the upward triangles and $-t_2$ on the downward ones, with $t_1=1.0$ eV and $t_2=0.8$ eV. Without spin-orbit coupling, exchanging $t_1$ and $t_2$ inverts the lattice and reverses the sign of the Berry curvature at a given $\mathbf k$. The site energies are 0.2, 0.0 and $-0.3$ eV. The exchange term is $-J\,\mathbf n_i\cdot\boldsymbol\sigma$ with $J=1.0$ eV, the chemical potential is $-1.8$ eV, and $k_BT=0.05$ eV. Where spin-orbit coupling is included, each block $H_{ij}$ with $(i,j)=(A,B),(B,C),(C,A)$ gains $i\lambda\sigma_z$, with $\lambda=0.1$ eV.

A flake of 25 cells, or 75 sites, is given additional random site energies, uniform within $\pm0.3$ eV, and random exchange strengths, uniform within $\pm30\%$ of $J$, with one spin axis. Without spin-orbit coupling and with the tilted axis $\mathbf n=(1,2,2)/3$, the largest bond current is below $10^{-13}$ microampere. The moment from the bond currents is below $10^{-15}\,\mu_B$ per cell, which is zero to rounding.

With spin-orbit coupling and $\mathbf n$ along $z$, the largest bond current is 13.6 microampere. The moment is $0.0136\,\mu_B$ per cell, or $0.0068$ atomic units. The bond formula and the numerical slope of $\Phi$ agree. At a test field with $eB_0/\hbar=10^{-3}$ inverse angstrom², $\Phi(B_0)-\Phi(-B_0)$ for the whole flake is $-2.6\times10^{-3}$ eV. Its negative sign fits a positive moment, since $\Phi$ contains $-m_zB_0$. These values belong to this flake, with its edges and disorder, and are not bulk values.

## 2. The Hall conductivity of crystals and finite samples

### Symbols and results carried over

Atomic units are used and the electron has charge $-1$. The Hamiltonian $H$ has real potentials and one spin axis $\mathbf n$, and occupations are $f(E)$. The antiunitary operator $\Theta=RT$ combines time reversal with a spin rotation by $\pi$ about $\mathbf q\perp\mathbf n$. It commutes with $H$ and $\mathbf r$, reverses $\mathbf v=i[H,\mathbf r]$, and has $\Theta^2=1$. For an operator with $\Theta O\Theta^{-1}=\eta O$, $\langle\Theta a|O|\Theta b\rangle=\eta\langle a|O|b\rangle^*$. The kagome model and its parameters are those of the first half.

The Hall conductivity means the antisymmetric part $\tfrac12(\sigma_{xy}-\sigma_{yx})$. A crystal of low symmetry can also have a symmetric off-diagonal part. In the static limit, where the conductivity is real, this part appears when the axes are not aligned with the principal directions. At finite frequency the real and imaginary parts of the tensor can have different principal directions, so a rotation of the axes need not remove it. The theorem does not force the symmetric part to vanish.

### Bloch states at opposite wave vectors

Define $H(\mathbf k)=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$, with periodic eigenstates $|n\mathbf k\rangle$ and energies $E_n(\mathbf k)$. Because $\Theta$ reverses $i$ and keeps $\mathbf r$, it turns $e^{i\mathbf k\cdot\mathbf r}$ into $e^{-i\mathbf k\cdot\mathbf r}$. Thus

$$\Theta H(\mathbf k)\Theta^{-1}=H(-\mathbf k).$$

In a basis of real localized orbitals this reads $UH(\mathbf k)^*U^\dagger=H(-\mathbf k)$, where $U=(-i\,\mathbf q\cdot\boldsymbol\sigma)(-i\sigma_y)$ acts on each spin. This is a direct check for an implementation. In the tilted ferromagnet it holds to rounding.

It follows that $\Theta|n\mathbf k\rangle$ is an eigenstate at $-\mathbf k$ with the same energy, so $E_n(-\mathbf k)=E_n(\mathbf k)$. Write $D_a(\mathbf k)=\partial H(\mathbf k)/\partial k_a$. Differentiating the relation above gives a minus sign from the argument on the right:

$$\Theta D_a(\mathbf k)\Theta^{-1}=-D_a(-\mathbf k).$$

With one spin axis, no spin-orbit coupling and occupations that depend on energy alone, the orbital currents and the orbital moment vanish, and $\Theta$ links Bloch states of equal energy at $\mathbf k$ and $-\mathbf k$. It remains to find what this link implies for the Berry curvature and the Hall conductivity, and to treat disordered finite samples.
